# Half-Order Diffraction from a Grating with Alternately Displaced Lines: test program

```python
"""Half-order diffraction from a grating whose every second line is displaced.

Result under test: for identical lines of pitch p, with every second line moved
by delta, the peak at q = pi/p has two-line structure-factor magnitude
2*|sin(pi*delta/(2*p))|.
Symbols: p pitch, w line width, delta displacement, q scattering wave number,
m order of the doubled period 2p, f form factor of one line, N number of
two-line cells. Lengths are in nm. Single scattering is assumed.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

pitch, width, delta = 32.0, 16.0, 1.0
cells = 500
q_half, q_main = np.pi / pitch, 2 * np.pi / pitch


def structure_formula(m, shift, p=pitch):
    angle = np.pi * m * shift / (2 * p)
    return 2 * abs(np.sin(angle) if m % 2 else np.cos(angle))


# --- Fourier transform of a sampled grating of smooth, asymmetric lines ---
def smooth_line(u):
    return np.exp(-(u / 4) ** 2) * (1 + 0.2 * u + 0.05 * u ** 2)


repeats, samples = 8, 8192
length = repeats * 2 * pitch
x_grid = np.arange(samples) * length / samples
u_line = np.linspace(-40, 40, 8001)
fft_error = 0.0
for shift in (0.0, 1.0, -3.0, 9.0):
    density = np.zeros(samples)
    for n in range(2 * repeats):
        centre = n * pitch + (shift if n % 2 else 0.0)
        u = x_grid - centre
        density += smooth_line(u - length * np.round(u / length))
    spectrum = np.fft.fft(density) * length / samples / repeats
    for m in range(1, 5):
        q = np.pi * m / pitch
        single = np.sum(smooth_line(u_line) * np.exp(-1j * q * u_line))
        single *= u_line[1] - u_line[0]
        measured = abs(spectrum[m * repeats]) / abs(single)
        fft_error = max(fft_error, abs(measured - structure_formula(m, shift)))
    between = [k for k in range(1, 4 * repeats) if k % repeats]
    assert np.max(np.abs(spectrum[between])) < 1e-9
assert fft_error < 1e-8

# --- Finite grating: position and height of the half-order maximum ---
index = np.arange(2 * cells)
positions = index * pitch + delta * (index % 2)


def grating_intensity(q):
    return abs(np.sum(np.exp(-1j * q * positions))) ** 2


scale = 1 / (cells * pitch)
peak = minimize_scalar(lambda t: -grating_intensity(q_half + t * scale) / cells ** 2,
                       bounds=(-1, 1), method="bounded", options={"xatol": 1e-9})
peak_offset = peak.x * scale
offset_formula = (3 * (pitch + delta) / np.tan(np.pi * delta / (2 * pitch))
                  / (2 * (cells ** 2 - 1) * pitch ** 2))
# The formula keeps the leading order in the small offset only.
assert abs(peak_offset / offset_formula - 1) < 0.01
peak_excess = grating_intensity(q_half + peak_offset) / grating_intensity(q_half) - 1

# --- Piecewise quadrature of explicit line profiles ---
nodes, weights = np.polynomial.legendre.leggauss(30)


def profile(x, centre, w, foot, side):
    """Height profile; one wall slopes over 'foot', with mid-height width w."""
    y = side * (x - centre)
    if foot > 0:
        height = np.clip((w / 2 + foot / 2 - y) / foot, 0, 1)
    else:
        height = (y <= w / 2).astype(float)
    return height * (y >= -w / 2)


def amplitude(q, lines):
    """Integral of density * exp(-i q x) for lines (centre, w, foot, side)."""
    breaks = sorted({c + s * y for c, w, foot, s in lines
                     for y in (-w / 2, w / 2 - foot / 2, w / 2 + foot / 2)})
    total = 0j
    for left, right in zip(breaks[:-1], breaks[1:]):
        x = (left + right) / 2 + (right - left) / 2 * nodes
        rho = sum(profile(x, *line) for line in lines)
        total += (right - left) / 2 * np.sum(weights * rho * np.exp(-1j * q * x))
    return total


def intensity_ratio(lines):
    return abs(amplitude(q_half, lines)) ** 2 / abs(amplitude(q_main, lines)) ** 2


def box_form(q, w):
    return 2 * np.sin(q * w / 2) / q


def ratio_formula(shift, w=width):
    return (np.sin(np.pi * shift / (2 * pitch)) ** 2
            / (np.cos(np.pi * w / (2 * pitch)) * np.cos(np.pi * shift / pitch)) ** 2)


def recovered_shift(ratio, w=width):
    r = np.sqrt(ratio) * np.cos(np.pi * w / (2 * pitch))
    s = (np.sqrt(1 + 8 * r ** 2) - 1) / (4 * r)
    return 2 * pitch / np.pi * np.arcsin(s)


for shift, w in ((1.0, 16.0), (-2.5, 13.0), (6.0, 19.0)):
    direct = intensity_ratio([(0, w, 0, 1), (pitch + shift, w, 0, 1)])
    assert abs(direct / ratio_formula(shift, w) - 1) < 1e-10
    assert abs(recovered_shift(direct, w) - abs(shift)) < 1e-9
ideal = [(0, width, 0, 1), (pitch + delta, width, 0, 1)]
ratio = intensity_ratio(ideal)
shift_back = recovered_shift(ratio)

# --- Alternating widths, and a wrong assumed common width ---
width_difference = 0.5
w_a, w_b = width + width_difference / 2, width - width_difference / 2
unequal = [(0, w_a, 0, 1), (pitch + delta, w_b, 0, 1)]
f_a, f_b = box_form(q_half, w_a), box_form(q_half, w_b)
unequal_formula = ((f_a - f_b) ** 2
                   + 4 * f_a * f_b * np.sin(np.pi * delta / (2 * pitch)) ** 2)
assert abs(abs(amplitude(q_half, unequal)) ** 2 / unequal_formula - 1) < 1e-10
shift_unequal = recovered_shift(intensity_ratio(unequal))
target = abs(amplitude(q_half, ideal))
mimic_difference = brentq(
    lambda d: abs(amplitude(q_half, [(0, width + d / 2, 0, 1),
                                     (pitch, width - d / 2, 0, 1)])) - target, 0.01, 8)
# For lines that fill half the pitch the equivalent width difference is 2 delta.
assert abs(mimic_difference - 2 * delta) < 1e-8
width_error = 0.5
shift_wrong_width = recovered_shift(ratio, width + width_error)

# --- Mirror-image lines with one sloping wall ---
foot = 4.0
shift_mirrored = []
for side in (1, -1):
    mirrored = [(0, width, foot, side), (pitch + delta, width, foot, -side)]
    single = amplitude(q_half, [(0, width, foot, side)])
    beta = -np.angle(single)
    predicted = 2 * abs(single) * abs(np.sin(np.pi * delta / (2 * pitch) - beta))
    assert abs(abs(amplitude(q_half, mirrored)) / predicted - 1) < 1e-10
    shift_mirrored.append(recovered_shift(intensity_ratio(mirrored)))


# --- Independent Gaussian placement errors ---
def mean_intensity(m, sigma, n_cells):
    damping = np.exp(-(np.pi * m / pitch * sigma) ** 2)
    return (damping * (n_cells * structure_formula(m, delta)) ** 2
            + 2 * n_cells * (1 - damping))


rng = np.random.default_rng(7)
small_cells, large_sigma, trials = 20, 3.0, 40000
errors = rng.normal(0, large_sigma, (trials, 2 * small_cells))
for m in (1, 2):
    phases = np.exp(-1j * np.pi * m / pitch * (positions[:2 * small_cells] + errors))
    sampled = np.abs(phases.sum(axis=1)) ** 2
    standard_error = sampled.std() / np.sqrt(trials)
    expected = mean_intensity(m, large_sigma, small_cells)
    assert abs(sampled.mean() - expected) < 5 * standard_error
    assert standard_error / expected < 0.02
jitter = 0.5
form_ratio = (box_form(q_half, width) / box_form(q_main, width)) ** 2
shift_jitter = recovered_shift(form_ratio * mean_intensity(1, jitter, cells)
                               / mean_intensity(2, jitter, cells))

# --- Spread of displacement over incoherently added parts of the beam ---
spread = 0.3
mean_sin2 = (1 - np.cos(np.pi * delta / pitch)
             * np.exp(-(np.pi * spread / pitch) ** 2 / 2)) / 2
mean_cos2 = (1 + np.cos(2 * np.pi * delta / pitch)
             * np.exp(-(2 * np.pi * spread / pitch) ** 2 / 2)) / 2
h_nodes, h_weights = np.polynomial.hermite.hermgauss(30)
deltas = delta + np.sqrt(2) * spread * h_nodes
h_weights = h_weights / np.sqrt(np.pi)
assert abs(np.sum(h_weights * np.sin(np.pi * deltas / (2 * pitch)) ** 2)
           / mean_sin2 - 1) < 1e-10
assert abs(np.sum(h_weights * np.cos(np.pi * deltas / pitch) ** 2)
           / mean_cos2 - 1) < 1e-10
shift_spread = recovered_shift(form_ratio * mean_sin2 / mean_cos2)

# --- Size of X-ray phases, with free-electron response of silicon ---
photon_energy, line_height = 17000.0, 50.0
wavelength = const.h * const.c / (photon_energy * const.e) * 1e9
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
electron_density = 8 * 14 / lattice ** 3
electron_radius = const.physical_constants["classical electron radius"][0] * 1e9
material_phase = electron_radius * wavelength * electron_density * line_height
propagation_phase = q_main ** 2 * line_height * wavelength / (4 * np.pi)
assert max(material_phase, propagation_phase) < 0.05

s_half = abs(amplitude(q_half, ideal)) / box_form(q_half, width)
s_main = abs(amplitude(q_main, ideal)) / box_form(q_main, width)
assert abs(s_half - structure_formula(1, delta)) < 1e-10
assert abs(s_main - structure_formula(2, delta)) < 1e-10

print(f"Pitch p: {pitch:.1f} nm")
print(f"Line width w: {width:.1f} nm")
print(f"Displacement delta: {delta:.1f} nm")
print(f"Wide gap: {pitch + delta - width:.1f} nm")
print(f"Narrow gap: {pitch - delta - width:.1f} nm")
print(f"Half-order position: {q_half:.5f} 1/nm")
print(f"First original order position: {q_main:.5f} 1/nm")
print(f"Angle pi delta/(2p): {np.pi * delta / (2 * pitch):.6f} rad")
print(f"Half-order structure factor: {s_half:.6f} (no unit)")
print(f"Small-shift value pi delta/p: {np.pi * delta / pitch:.6f} (no unit)")
print(f"Original-order structure factor: {s_main:.6f} (no unit)")
for value in (0.5, 2.0, 4.0):
    print(f"Half-order factor, delta {value:.1f} nm: "
          f"{structure_formula(1, value):.6f} (no unit)")
print(f"Largest error in Fourier test: {fft_error:.1e} (no unit)")
print(f"Form factor at half order: {box_form(q_half, width):.4f} nm")
print(f"Form factor at original order: {box_form(q_main, width):.4f} nm")
print(f"Intensity ratio half/original: {ratio:.6f} (no unit)")
print(f"Recovered displacement: {shift_back:.4f} nm = {10 * shift_back:.3f} angstrom")
print(f"Number of two-line cells: {cells}")
print(f"Offset of finite-grating peak: {peak_offset:.3e} 1/nm")
print(f"Offset from formula: {offset_formula:.3e} 1/nm")
print(f"Excess height at shifted peak: {100 * peak_excess:.3f} percent")
print(f"Alternating width difference: {width_difference:.1f} nm")
print(f"Apparent delta, unequal widths: {shift_unequal:.4f} nm")
print(f"Width difference mimicking delta: {mimic_difference:.4f} nm")
print(f"Excess in assumed width: {width_error:.1f} nm")
print(f"Apparent delta, wrong width: {shift_wrong_width:.4f} nm")
print(f"Lateral extent of sloping wall: {foot:.1f} nm")
print(f"Apparent delta, slopes facing: {shift_mirrored[0]:.4f} nm")
print(f"Apparent delta, slopes reversed: {shift_mirrored[1]:.4f} nm")
print(f"Random placement error (rms): {jitter:.1f} nm")
print(f"Apparent delta, placement errors: {shift_jitter:.4f} nm")
print(f"Spread of delta over beam (rms): {spread:.1f} nm")
print(f"Apparent delta, spread: {shift_spread:.4f} nm")
print(f"Photon energy: {photon_energy:.0f} eV")
print(f"X-ray wavelength: {wavelength:.5f} nm")
print(f"Line height: {line_height:.1f} nm")
print(f"Silicon electron density: {electron_density:.1f} 1/nm^3")
print(f"X-ray phase shift in line: {material_phase:.5f} rad")
print(f"Propagation phase over height: {propagation_phase:.5f} rad")
print("PASS")
```

Running it gives:

```
Pitch p: 32.0 nm
Line width w: 16.0 nm
Displacement delta: 1.0 nm
Wide gap: 17.0 nm
Narrow gap: 15.0 nm
Half-order position: 0.09817 1/nm
First original order position: 0.19635 1/nm
Angle pi delta/(2p): 0.049087 rad
Half-order structure factor: 0.098135 (no unit)
Small-shift value pi delta/p: 0.098175 (no unit)
Original-order structure factor: 1.990369 (no unit)
Half-order factor, delta 0.5 nm: 0.049082 (no unit)
Half-order factor, delta 2.0 nm: 0.196034 (no unit)
Half-order factor, delta 4.0 nm: 0.390181 (no unit)
Largest error in Fourier test: 4.0e-13 (no unit)
Form factor at half order: 14.4051 nm
Form factor at original order: 10.1859 nm
Intensity ratio half/original: 0.004862 (no unit)
Recovered displacement: 1.0000 nm = 10.000 angstrom
Number of two-line cells: 500
Offset of finite-grating peak: 3.930e-06 1/nm
Offset from formula: 3.936e-06 1/nm
Excess height at shifted peak: 0.132 percent
Alternating width difference: 0.5 nm
Apparent delta, unequal widths: 1.0307 nm
Width difference mimicking delta: 2.0000 nm
Excess in assumed width: 0.5 nm
Apparent delta, wrong width: 0.9754 nm
Lateral extent of sloping wall: 4.0 nm
Apparent delta, slopes facing: 0.9440 nm
Apparent delta, slopes reversed: 1.0750 nm
Random placement error (rms): 0.5 nm
Apparent delta, placement errors: 1.0041 nm
Spread of delta over beam (rms): 0.3 nm
Apparent delta, spread: 1.0439 nm
Photon energy: 17000 eV
X-ray wavelength: 0.07293 nm
Line height: 50.0 nm
Silicon electron density: 699.2 1/nm^3
X-ray phase shift in line: 0.00718 rad
Propagation phase over height: 0.01119 rad
PASS
```
